**Equal ground energies of a silicon film and a triangular well**

The program tests $t_*=(\pi/\sqrt{s_1})\,[\hbar^2/(2meF)]^{1/3}$, the thickness at which a hard-wall film and a triangular well have the same ground energy. Here $m$ is the mass normal to the surface, $F$ the field, and $s_1=2.338$ the first root of the decaying solution of $y''=xy$ at $x=-s$. It asserts that finite-difference diagonalization of both wells reproduces the energy and the thickness to a relative $10^{-4}$ for three pairs of mass and field. It also asserts the mean distance from the wall, the bounds on the level of a film with the field present, and the wall-shift estimate for a finite oxide barrier to 1%. A chain of atomic layers, used to size the valley splitting, is checked against the effective-mass box energy for a thick film to 2%. For $m=0.916\,m_0$ and 0.5 MV/cm the output gives an energy of 109.9 meV and a thickness of 1.93 nm. A finite barrier moves the thickness to 1.80 nm, and screening by electrons that supply half of the surface field moves it to 2.02 nm. The largest valley splitting found in the chain corresponds to a change of about 0.18 nm.

## Numerical check

```python
"""Result under test: the ground energy of a hard-wall film of thickness t
equals that of a triangular well (hard wall plus potential energy e*F*z) at
    t = pi/sqrt(s1) * (A/(e*F))**(1/3),   A = hbar^2/(2 m),
where s1 is the first root of the decaying solution of y'' = x*y at x = -s.
m: mass normal to the film, F: field, z: distance from the wall.
Units inside the program: eV, nm, and V/nm for fields (1 MV/cm = 0.1 V/nm).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal, eigvalsh
from scipy.optimize import brentq

A_FREE = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
M_LONG, M_TRANS, M_OXIDE = 0.916, 0.19, 0.5                # units of m0
BARRIER = 3.1            # eV, rough silicon/oxide conduction-band step
EPS_R = 11.7             # relative permittivity of silicon
DOPING = 1e18            # cm^-3
LATTICE = 0.543          # nm
GAP = 1.12               # eV, rough
TEMPERATURE = 300.0      # K
FIELD_MV = 0.5           # MV/cm
FIELD = 0.1 * FIELD_MV   # V/nm
A = A_FREE / M_LONG
A_OX = A_FREE / M_OXIDE


def two_series(x):
    """Power-series solutions of y'' = x*y starting as 1 and as x."""
    f = term_f = 1.0
    g = term_g = x
    for k in range(1, 60):
        term_f *= x**3 / ((3 * k - 1) * (3 * k))
        term_g *= x**3 / ((3 * k) * (3 * k + 1))
        f += term_f
        g += term_g
    return f, g


def ground(a, width, potential, n=2000, barrier=0.0):
    """Finite-difference ground state; barrier=0 means impenetrable walls."""
    h = width / n
    pad = int(round(1.2 / h)) if barrier else 0
    i = np.arange(-pad + 1, n + pad)
    mid = np.arange(-pad, n + pad) + 0.5
    a_mid = np.where((mid > 0) & (mid < n), a, A_OX)
    z = i * h
    v = potential(np.clip(z, 0, width))
    v = v + barrier * (((i < 0) | (i > n)) + 0.5 * ((i == 0) | (i == n)))
    diagonal = (a_mid[:-1] + a_mid[1:]) / h**2 + v
    e, psi = eigh_tridiagonal(diagonal, -a_mid[1:-1] / h**2,
                              select='i', select_range=(0, 0))
    return e[0], z, psi[:, 0]**2


def flat(z):
    return 0.0 * z


def film_level(a, t, barrier=0.0):
    return ground(a, t, flat, 1200, barrier)[0]


# first root of the decaying solution
f4, g4 = two_series(4.0)
f6, g6 = two_series(6.0)
ratio = f6 / g6


def decaying(s):
    f, g = two_series(-s)
    return f - ratio * g


s1 = brentq(decaying, 2.0, 3.0)


def length(a, field):
    return (a / field)**(1 / 3)


def triangle_energy(a, field):
    return s1 * (a * field**2)**(1 / 3)


def crossing(a, field):
    return np.pi / np.sqrt(s1) * length(a, field)


# crossing from diagonalization, against the formula
for mass, field in ((M_LONG, FIELD), (M_TRANS, FIELD), (M_LONG, 2 * FIELD)):
    a = A_FREE / mass
    e_num = ground(a, 14 * length(a, field), lambda z: field * z, 3000)[0]
    assert abs(e_num / triangle_energy(a, field) - 1) < 1e-4
    t_num = brentq(lambda t: film_level(a, t) - e_num, 0.5, 8.0)
    assert abs(t_num / crossing(a, field) - 1) < 1e-4
    if mass == M_LONG and field == FIELD:
        t_check = t_num

ell = length(A, FIELD)
e_tri = triangle_energy(A, FIELD)
t_star = crossing(A, FIELD)
turning = e_tri / FIELD
span = 14 * ell
_, z, prob = ground(A, span, lambda x: FIELD * x, 3000)
mean_z = np.sum(z * prob)
assert abs(mean_z / (2 * turning / 3) - 1) < 1e-3

# field and both walls together
e_both = ground(A, t_star, lambda x: FIELD * x)[0]
upper = A * np.pi**2 / t_star**2 + FIELD * t_star / 2
assert e_tri < e_both < upper

# finite oxide barrier: full numerical crossing and wall-shift estimate
shift = M_OXIDE / M_LONG / np.sqrt(BARRIER / A_OX)
e_tri_ox = ground(A, span, lambda x: FIELD * x, 3000, BARRIER)[0]
e_film_ox = film_level(A, t_star, BARRIER)
t_ox = brentq(lambda t: film_level(A, t, BARRIER) - e_tri_ox, 1.0, 3.0)
t_ox_estimate = np.pi * np.sqrt(A / (e_tri - FIELD * shift)) - 2 * shift
assert abs(t_ox_estimate / t_ox - 1) < 0.01

# curvature of the depletion potential
depletion = (EPS_R * const.epsilon_0 * FIELD * 1e9
             / (const.e * DOPING * 1e6) * 1e9)
bending = FIELD * depletion / 2
e_dep = ground(A, span,
               lambda x: FIELD * x - FIELD * x**2 / (2 * depletion), 3000)[0]
assert e_dep < e_tri

# half of the surface field supplied by electrons in the lowest level
sheet = EPS_R * const.epsilon_0 * FIELD / 2 * 1e9 / const.e * 1e-4
z_full = np.concatenate(([0.0], z))
v_now = FIELD * z_full
e_old = 0.0
for _ in range(60):
    e_screen, _, density = ground(
        A, span, lambda x: np.interp(x, z_full, v_now), 3000)
    if abs(e_screen - e_old) < 1e-8:
        break
    e_old = e_screen
    inside = np.concatenate(([0.0], np.cumsum(density) - density / 2))
    slope = FIELD / 2 * (2 - inside)
    steps = (slope[1:] + slope[:-1]) / 2 * np.diff(z_full)
    v_new = np.concatenate(([0.0], np.cumsum(steps)))
    v_now = 0.5 * v_now + 0.5 * v_new
else:
    raise AssertionError("self-consistent loop did not converge")
assert triangle_energy(A, FIELD / 2) < e_screen < e_tri
t_screen = np.pi * np.sqrt(A / e_screen)

# valley splitting from a chain of atomic layers with two hoppings
layer = LATTICE / 4
phase = 0.85 * 2 * np.pi / LATTICE * layer
hop2 = 2 * A / (8 * np.sin(phase)**2 * layer**2)
hop1 = -4 * hop2 * np.cos(phase)


def chain_pair(n, field=0.0):
    matrix = np.diag(field * layer * np.arange(1, n + 1))
    matrix += hop1 * (np.eye(n, k=1) + np.eye(n, k=-1))
    matrix += hop2 * (np.eye(n, k=2) + np.eye(n, k=-2))
    return eigvalsh(matrix)[:2]


k_grid = np.linspace(0, np.pi, 200001)
band_min = np.min(2 * hop1 * np.cos(k_grid) + 2 * hop2 * np.cos(2 * k_grid))
thick = np.mean(chain_pair(200)) - band_min
assert abs(thick / (A * np.pi**2 / (202 * layer)**2) - 1) < 0.02
split_film = {n: np.diff(chain_pair(n))[0] for n in (11, 12, 13)}
split_tri = np.diff(chain_pair(100, FIELD))[0]
largest_split = max(max(split_film.values()), split_tri)
t_valley = t_star * (largest_split / 2) / (2 * e_tri)

# other valleys and temperature
a_trans = A_FREE / M_TRANS
e_four = triangle_energy(a_trans, FIELD)
assert e_four > e_tri
s2 = brentq(decaying, 3.5, 4.5)
e_second = s2 / s1 * e_tri
kt = const.k * TEMPERATURE / const.e


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("field F", FIELD_MV, "MV/cm")
show("field F", FIELD, "V/nm")
show("twofold normal mass", M_LONG, "m0")
show("hbar^2/(2 m0)", A_FREE, "eV nm^2", 5)
show("A = hbar^2/(2 m)", A, "eV nm^2", 5)
show("series f(4)", f4, "", 7)
show("series g(4)", g4, "", 7)
show("f(4)/g(4)", f4 / g4, "", 6)
show("limit ratio r, from x = 6", ratio, "", 6)
show("f - r g at s = 2.33", decaying(2.33), "", 3)
show("f - r g at s = 2.35", decaying(2.35), "", 3)
show("first root s1", s1, "", 6)
show("field length", ell, "nm")
show("energy unit e F length", 1e3 * FIELD * ell, "meV")
show("triangular ground energy", 1e3 * e_tri, "meV")
show("crossing thickness, formula", t_star, "nm", 5)
show("crossing thickness, diagonalization", t_check, "nm", 5)
show("turning point", turning, "nm")
show("crossing thickness / turning point", t_star / turning)
show("mean distance in triangular well", mean_z, "nm")
show("potential drop across film", 1e3 * FIELD * t_star, "meV")
show("level with field and both walls", 1e3 * e_both, "meV")
show("its sine-trial upper bound", 1e3 * upper, "meV")
show("crossing at doubled field", crossing(A, 2 * FIELD), "nm")
show("oxide barrier (rough)", BARRIER, "eV")
show("oxide mass (rough)", M_OXIDE, "m0")
show("outward wall shift d", shift, "nm", 3)
show("film level at t*, finite barrier", 1e3 * e_film_ox, "meV")
show("triangular level, finite barrier", 1e3 * e_tri_ox, "meV")
show("crossing, finite barrier, numerical", t_ox, "nm")
show("crossing, finite barrier, estimate", t_ox_estimate, "nm")
show("relative permittivity", EPS_R)
show("doping", DOPING, "cm^-3")
show("depletion width", depletion, "nm", 3)
show("total band bending", bending, "eV", 3)
show("silicon gap (rough)", GAP, "eV")
show("level change by depletion curvature", 1e3 * (e_dep - e_tri), "meV", 2)
show("electron density for half the field", sheet, "cm^-2", 3)
show("triangular level, screened", 1e3 * e_screen, "meV")
show("crossing, screened", t_screen, "nm")
show("atomic layer spacing", layer, "nm", 3)
for n_layers, value in split_film.items():
    show(f"valley splitting, {n_layers}-layer chain", 1e3 * value, "meV", 2)
show("valley splitting, triangular chain", 1e3 * split_tri, "meV", 2)
show("thickness shift from largest splitting", t_valley, "nm", 2)
show("fourfold normal mass", M_TRANS, "m0")
show("fourfold triangular ground energy", 1e3 * e_four, "meV")
show("fourfold crossing thickness", crossing(a_trans, FIELD), "nm")
show("fourfold minus twofold ground", 1e3 * (e_four - e_tri), "meV", 3)
show("second minus first twofold level", 1e3 * (e_second - e_tri), "meV", 3)
show("temperature", TEMPERATURE, "K")
show("thermal energy kT", 1e3 * kt, "meV", 3)
print("all good")
```

Printed output:

```
field F: 0.5 MV/cm
field F: 0.05 V/nm
twofold normal mass: 0.916 m0
hbar^2/(2 m0): 0.0381 eV nm^2
A = hbar^2/(2 m): 0.041594 eV nm^2
series f(4): 68.17782
series g(4): 93.51729
f(4)/g(4): 0.72904
limit ratio r, from x = 6: 0.729011
f - r g at s = 2.33: 0.016
f - r g at s = 2.35: -0.0235
first root s1: 2.33811
field length: 0.9405 nm
energy unit e F length: 47.02 meV
triangular ground energy: 109.9 meV
crossing thickness, formula: 1.9323 nm
crossing thickness, diagonalization: 1.9323 nm
turning point: 2.199 nm
crossing thickness / turning point: 0.8787
mean distance in triangular well: 1.466 nm
potential drop across film: 96.61 meV
level with field and both walls: 157.3 meV
its sine-trial upper bound: 158.3 meV
crossing at doubled field: 1.534 nm
oxide barrier (rough): 3.1 eV
oxide mass (rough): 0.5 m0
outward wall shift d: 0.0856 nm
film level at t*, finite barrier: 92.64 meV
triangular level, finite barrier: 105.6 meV
crossing, finite barrier, numerical: 1.798 nm
crossing, finite barrier, estimate: 1.8 nm
relative permittivity: 11.7
doping: 1e+18 cm^-3
depletion width: 32.3 nm
total band bending: 0.808 eV
silicon gap (rough): 1.12 eV
level change by depletion curvature: -2 meV
electron density for half the field: 1.62e+12 cm^-2
triangular level, screened: 101 meV
crossing, screened: 2.016 nm
atomic layer spacing: 0.136 nm
valley splitting, 11-layer chain: 40 meV
valley splitting, 12-layer chain: 7.7 meV
valley splitting, 13-layer chain: 23 meV
valley splitting, triangular chain: 7 meV
thickness shift from largest splitting: 0.18 nm
fourfold normal mass: 0.19 m0
fourfold triangular ground energy: 185.7 meV
fourfold crossing thickness: 3.264 nm
fourfold minus twofold ground: 75.8 meV
second minus first twofold level: 82.3 meV
temperature: 300 K
thermal energy kT: 25.9 meV
all good
```
